\section*{Core-level valence offsets at strained junctions and natural band offsets}

Two semiconductors, $A$ and $B$, meet at a planar junction. The quantity sought is the valence offset
\begin{equation}
\Delta E_v=E_v^B-E_v^A ,
\end{equation}
where $E_v^X$ is the valence-band maximum in the interior of layer $X$. Energies are electron energies and increase upwards, so a positive offset means that the valence maximum of $B$ is the higher one. Hartree atomic units are used. A core level $E_c^X$ is chosen in each material; the two need not belong to the same element. Its energy is the centroid of the core peak. The strain of layer $X$ is written $\epsilon_X$, and $\epsilon_X=0$ means the material at its own equilibrium lattice constants.

\section*{(a) From two bulk crystals to one junction}

\textit{Why can valence maxima from two separate bulk calculations not be subtracted? Find an expression for $\Delta E_v$ that uses bulk energy differences and core levels of the junction.}

\textbf{Solution.} In an infinite periodic crystal the average electrostatic potential is not fixed by the charge density. In Fourier space Poisson's equation determines the component at wave vector $G$ through a factor $4\pi/G^2$, which leaves the component at $G=0$ undetermined for a neutral crystal. A calculation sets it by convention. Adding a constant to the potential of one crystal shifts all its eigenvalues and changes no density, so the difference of two separately computed valence maxima has no physical content.

The junction removes this freedom, because both layers share one potential. Assume that each layer is thick enough to have a bulk-like interior and that no macroscopic field is present there. In the interior of layer $X$,
\begin{equation}
V_J(\mathbf r)=V_X^{\rm bulk}(\mathbf r;\epsilon_X)+u_X ,
\label{eq:shift}
\end{equation}
with $u_X$ constant. The bulk crystal on the right must have the strain that the layer has in the junction; otherwise the two potentials differ by more than a constant. The constant adds to the Hamiltonian a multiple of the identity, so core and valence levels move together:
\begin{equation}
E_c^X=E_{c,X}^{\rm bulk}(\epsilon_X)+u_X,\qquad
E_v^X=E_{v,X}^{\rm bulk}(\epsilon_X)+u_X .
\end{equation}
Their difference is free of $u_X$ and is a bulk property:
\begin{equation}
S_X(\epsilon_X)\equiv E_{v,X}^{\rm bulk}-E_{c,X}^{\rm bulk}=E_v^X-E_c^X .
\end{equation}
Hence $E_v^X=E_c^X+S_X(\epsilon_X)$ in each layer. Subtracting the relation for $A$ from that for $B$ gives the Kraut expression,
\begin{equation}
\boxed{\;\Delta E_v=S_B(\epsilon_B)-S_A(\epsilon_A)+C_J,\qquad
C_J=E_c^B-E_c^A\;}
\label{eq:kraut}
\end{equation}
with both core levels in $C_J$ taken in the same junction. The unknown $u_B-u_A$, which contains the interface dipole, enters through $C_J$.

The derivation used one property of the core level: it moves rigidly with the potential. The cell-averaged potential $\bar V_X$ has the same property and may replace $E_c^X$ in both the bulk and the junction terms. The separations and the junction difference then change individually, but their sum does not.

\section*{(b) Photoemission and a metal contact}

\textit{Write the result in terms of measured binding energies. What happens if core-hole relaxation differs between bulk sample and layer, or if the bands are bent? What is the corresponding expression for a Schottky barrier?}

\textbf{Solution.} A binding energy is counted downwards from the Fermi level. Let $R$ be the energy by which the surroundings relax around the core hole; relaxation lowers the energy needed to remove the electron. Then
\begin{equation}
E_b=E_F-E_c-R .
\end{equation}
Here $E_v$ is understood as minus the removal energy of a valence electron, so that no separate relaxation term is needed for it. The bulk measurement gives
\begin{equation}
S_X^{\rm meas}=E_b^X-(E_F-E_v^X)=S_X-R_X^{\rm bulk}.
\end{equation}
In the junction, with one common Fermi level,
\begin{equation}
C_J^{\rm meas}=E_b^A-E_b^B=C_J+R_B^J-R_A^J .
\end{equation}
The order of $A$ and $B$ is reversed relative to $C_J$ because binding energies run downwards. Inserting both in Eq.~\eqref{eq:kraut},
\begin{equation}
\Delta E_v^{\rm meas}=\Delta E_v+(R_B^J-R_B^{\rm bulk})-(R_A^J-R_A^{\rm bulk}).
\end{equation}
Relaxation need not be small. The measured offset is correct when the two brackets cancel, which is assured if the relaxation is equal in the bulk sample and in the layer of the same material. A very thin layer next to a medium that screens differently can violate this.

If the bands bend, let $\phi_X(z)$ be the extra electron energy relative to its value at the interface, and let $\langle\phi_X\rangle$ be its average weighted by the escape probability of the photoelectrons. The core centroids then shift by these averages, and the inferred interface offset acquires the error $\langle\phi_B\rangle-\langle\phi_A\rangle$.

For a metal on semiconductor $X$, the hole barrier is $\Phi_p=E_F-E_v^X$ at the interface. Substituting $E_v^X=E_c^X+S_X$ gives
\begin{equation}
\Phi_p=(E_F-E_c^X)_J-S_X(\epsilon_X),\qquad \Phi_n=E_g(\epsilon_X)-\Phi_p ,
\end{equation}
where $E_g$ is the gap and $\Phi_n$ the electron barrier. One separation suffices, since the Fermi level is the reference on the metal side. Its strain must again be that of the contact, and bending within the probed depth must be removed. With measured binding energies the inferred $\Phi_p$ also carries the error $-(R_X^J-R_X^{\rm bulk})$, which can matter close to the metal because it screens the core hole differently from the bulk semiconductor.

\section*{(c) How strain changes the separation}

\textit{Express $S_X(\epsilon)-S_X(0)$ to first order for a cubic crystal, apart from the splitting of the valence top. Then find that splitting for biaxial strain on a (001) plane, with spin-orbit coupling.}

\textbf{Solution.} Put strained and unstrained $X$ on a common energy scale, and let $D_{v,X}$ and $D_X$ be the shifts of valence maximum and core level from the unstrained to the strained state. By the definition of $S$,
\begin{equation}
S_X(\epsilon)-S_X(0)=D_{v,X}(\epsilon)-D_X(\epsilon).
\label{eq:ds}
\end{equation}
A change of the common scale adds the same amount to both shifts and cancels. If the scale is defined isotropically, symmetry allows the core centroid and the average of the valence-top states to depend, at first order, on the trace of the strain alone. With deformation potentials $a_{\rm core}$ and $a_v$,
\begin{equation}
S_X(\epsilon)-S_X(0)\simeq(a_v-a_{\rm core})\,{\rm tr}\,\epsilon+\sigma ,
\end{equation}
where $\sigma$ is the displacement of the highest valence state by the traceless strain.

To find $\sigma$, take the three $p$-like states at the zone centre with orbital angular momentum $L=1$, spin $\mathbf S$ and spin-orbit splitting $\Delta>0$. For strain without shear components, and with $\Delta$ taken as independent of strain, the linear-strain Hamiltonian is
\begin{equation}
H=a_v\,{\rm tr}\,\epsilon-3b\sum_i\Bigl(L_i^2-\tfrac13L^2\Bigr)\epsilon_{ii}
+\tfrac{2\Delta}{3}\,\mathbf L\cdot\mathbf S ,
\end{equation}
with energy zero at the unstrained average of the six states. For $\epsilon_{xx}=\epsilon_{yy}$, use $L^2=2$ and $L_x^2+L_y^2=2-L_z^2$. The middle term becomes
\begin{align}
&-3b\Bigl[\bigl(\tfrac23-L_z^2\bigr)\epsilon_{xx}
+\bigl(L_z^2-\tfrac23\bigr)\epsilon_{zz}\Bigr]
=3q\bigl(L_z^2-\tfrac23\bigr),\\
&q=b(\epsilon_{xx}-\epsilon_{zz}).
\end{align}
It equals $q$ for $m=\pm1$ and $-2q$ for $m=0$. The heavy-hole state $|1,\uparrow\rangle$ is not mixed with any other, and its spin-orbit energy is $(2\Delta/3)(1/2)=\Delta/3$. Thus
\begin{equation}
E_{hh}=a_v\,{\rm tr}\,\epsilon+\tfrac{\Delta}{3}+q .
\end{equation}
The states $|1,\downarrow\rangle$ and $|0,\uparrow\rangle$ mix. Since $L_-|1\rangle=\sqrt2\,|0\rangle$, their coupling is $(2\Delta/3)(\sqrt2/2)=\sqrt2\Delta/3$, and apart from $a_v\,{\rm tr}\,\epsilon$ the matrix is
\begin{equation}
\begin{pmatrix} q-\Delta/3 & \sqrt2\Delta/3\\ \sqrt2\Delta/3 & -2q\end{pmatrix}.
\end{equation}
The mean of the diagonal is $-q/2-\Delta/6$ and half its difference is $(3q-\Delta/3)/2$. The radicand is
\begin{equation}
\tfrac14\Bigl(3q-\tfrac{\Delta}{3}\Bigr)^2+\tfrac{2\Delta^2}{9}
=\tfrac14\bigl(\Delta^2-2q\Delta+9q^2\bigr),
\end{equation}
so the upper root, the light-hole level, is
\begin{equation}
E_{lh}=a_v\,{\rm tr}\,\epsilon-\tfrac q2-\tfrac\Delta6
+\tfrac12\sqrt{\Delta^2-2q\Delta+9q^2}.
\end{equation}
Without strain both levels lie at $\Delta/3$. Measured from there,
\begin{equation}
\sigma=\max\Bigl\{q,\;-\tfrac q2-\tfrac\Delta2
+\tfrac12\sqrt{\Delta^2-2q\Delta+9q^2}\Bigr\}.
\end{equation}
For $|q|\ll\Delta$ the second entry is $-q+2q^2/\Delta$, so to first order $\sigma=|q|$: either sign of biaxial strain raises the top relative to the average. For $\Delta\to0$ it is $q$ when $q>0$ and $2|q|$ when $q<0$, the latter being the single $m=0$ orbital.

As an example take $a_v=0.050$, $b=-0.060$ and $\Delta=0.012$ Ha. For $\epsilon_{xx}=-0.020$ and $\epsilon_{zz}=0.018$, one has $q=(-0.060)(-0.038)=0.00228$ Ha and $a_v\,{\rm tr}\,\epsilon=0.050(-0.022)=-0.00110$ Ha. The heavy-hole level is $-0.00110+0.00400+0.00228=0.00518$ Ha, above the light-hole level at $0.00159$ Ha. With both strains reversed the light-hole level is on top, at $0.00807$ Ha against $0.00282$ Ha. Diagonalizing the six-state Hamiltonian confirms both cases. In the second case $|q|/\Delta=0.19$ and $\sigma=0.00807-0.00110-0.00400=0.00297$ Ha, 30\,\% above $|q|$, so at such strains the first-order form fails for the light-hole top and the full root is needed.

\section*{(d) The natural offset}

\textit{The natural offset refers to both materials unstrained, but the available junction is strained. Express the natural offset through $C_J$. Which terms must be neglected to obtain the Wei--Zunger form?}

\textbf{Solution.} Let $C_0$ be the core difference that an unstrained $A|B$ junction would have. Equation~\eqref{eq:kraut} applied to it reads
\begin{equation}
\Delta E_v^{\rm nat}=S_B(0)-S_A(0)+C_0 .
\end{equation}
To reach $C_0$ from $C_J$, the core shift due to strain must be removed from each layer. Let $D_X$ be the core difference, strained minus unstrained, across a junction between the two states of the same material. Define $\tau$ as what remains:
\begin{equation}
C_0=C_J-(D_B-D_A)+\tau .
\label{eq:c0}
\end{equation}
Therefore
\begin{equation}
\boxed{\;\Delta E_v^{\rm nat}=S_B(0)-S_A(0)+C_J-(D_B-D_A)+\tau\;}
\label{eq:nat}
\end{equation}

The origin of $\tau$ becomes visible on writing each core difference as a bulk part plus a potential step. For a junction $L|R$ let $p(L,R)=u_R-u_L$, and let $A_0,B_0$ denote unstrained and $A_1,B_1$ strained material. In Eq.~\eqref{eq:c0} the bulk core energies cancel in pairs, leaving
\begin{equation}
\tau=p(A_0,B_0)-p(A_1,B_1)+p(B_0,B_1)-p(A_0,A_1).
\end{equation}
If every step were a difference of two bulk quantities, $p(L,R)=w_R-w_L$, the sum would vanish. This property is called transitivity. A real step also contains charge rearrangement specific to the interface, so $\tau=0$ is not guaranteed.

The Wei--Zunger form takes the separations from the unstrained bulks and the core difference from a superlattice of the two materials:
\begin{equation}
\Delta E_v^{\rm WZ}=S_B(0)-S_A(0)+C_J .
\label{eq:wz}
\end{equation}
Comparison with Eq.~\eqref{eq:nat} gives its error relative to the natural offset,
\begin{equation}
\Delta E_v^{\rm WZ}-\Delta E_v^{\rm nat}=D_B-D_A-\tau .
\end{equation}
It vanishes when neither layer is strained. Otherwise the form assumes that the core difference is insensitive to strain. It thus neglects both $D_B-D_A$ and $\tau$: equal core shifts in the two materials cancel, but the transitivity defect remains.

In three dimensions $D_X$ needs care. A coherent junction requires equal in-plane lattices, so strained and unstrained $X$ cannot in general be joined coherently when their in-plane constants differ. An absolute core deformation potential then depends on a further choice of reference, and so does the corrected natural offset. The actual offset, Eq.~\eqref{eq:kraut}, needs no such choice.

\section*{(e) Where each strain correction belongs}

\textit{Relate the actual offset of the strained junction to the natural one, and state which corrections may be combined.}

\textbf{Solution.} Solve Eq.~\eqref{eq:c0} for $C_J$, insert it in Eq.~\eqref{eq:kraut}, and replace $S_X(\epsilon_X)$ by means of Eq.~\eqref{eq:ds}:
\begin{align}
\Delta E_v&=S_B(0)+D_{v,B}-D_B-S_A(0)-D_{v,A}+D_A\notag\\
&\quad+C_0+D_B-D_A-\tau\notag\\
&=\Delta E_v^{\rm nat}+D_{v,B}-D_{v,A}-\tau .
\label{eq:actual}
\end{align}
The core shifts cancel. This fixes the bookkeeping:
\begin{itemize}
\item For the actual offset, use strained separations with $C_J$. No further core correction is added, because $C_J$ already contains the core shifts.
\item For the natural offset, use unstrained separations and subtract $D_B-D_A$ from $C_J$; the result still lacks the term $\tau$.
\item Unstrained separations with uncorrected $C_J$ give Eq.~\eqref{eq:wz}, an approximation to the natural offset. As an estimate of the actual offset, it lacks the strain change of $S_B-S_A$.
\end{itemize}

\section*{(f) A junction that can be built both ways}

\textit{Check the expressions in a model where the strained and the unstrained junction can both be solved.}

\textbf{Solution.} In one dimension no in-plane lattice has to match, so $C_0$ is directly accessible. Each model atom has a short-range well $-U/\cosh^2x$ (with $x$ in bohr) and a Gaussian ion sheet of charge 4, with an area of 20 bohr$^2$ per atom. Its four electrons fill one core band and one valence band. They interact through the self-consistent Hartree potential of charged sheets. Exchange and correlation are absent and the Hartree self-interaction remains, so the numbers describe no real material.

The wells are $U_A=4.40$ and $U_B=4.20$ Ha, and the chosen rest periods are 4.00 and 4.40 bohr. At the common period of 4.20 bohr, $A$ is stretched by 5.0\,\% and $B$ compressed by 4.5\,\%. Each layer has 11 atoms, and the spacing across an interface is the mean of the two periods; the potential steps, and with them $C_J$, $D_X$, $\tau$ and the offsets themselves, refer to this interface geometry.

The separations $S$ come from independent bulk calculations: 2.16685 Ha for strained $A$ and 2.11512 Ha for strained $B$. With the junction value $C_J=0.14113$ Ha, Eq.~\eqref{eq:kraut} gives
\begin{equation}
\Delta E_v=2.11512-2.16685+0.14113=0.08940\ {\rm Ha}=2.433\ {\rm eV}.
\end{equation}
For the direct value, the junction potential in the central cell of each layer is repeated periodically and its valence edge computed. The result is again 0.08940 Ha, as is the one with the cell-averaged potential as reference. Over all four junctions solved, the difference between Kraut and direct values stays below the self-consistency tolerance of $10^{-8}$ Ha. This confirms Eq.~\eqref{eq:shift} for these layers; it says nothing about the accuracy of the Hartree model. By contrast, with the mean electrostatic potential of each bulk set to zero, the valence maxima of the separate bulks differ by 0.11044 Ha, which misses the offset by 0.021 Ha. Both numbers depend on this convention: setting the mean total potential to zero instead, which removes the mean well terms $-2U/a$ with $a=4.20$ bohr, gives a difference of 0.0152 Ha.

The unstrained separations are 2.19373 Ha for $A$ and 2.09352 Ha for $B$. The Wei--Zunger form gives
\begin{equation}
\Delta E_v^{\rm WZ}=2.09352-2.19373+0.14113=0.04092\ {\rm Ha}.
\end{equation}
The strained/unstrained junctions give $D_A=0.00020$ and $D_B=0.00034$ Ha. Subtracting $D_B-D_A=0.00014$ Ha yields 0.04078 Ha, or 1.110 eV. The unstrained $A|B$ junction itself has an offset of 0.04071 Ha, or 1.108 eV. The correction thus reduces the error relative to this direct value from 0.00021 to 0.00007 Ha. What remains is the transitivity defect, $\tau=-0.00007$ Ha. The improvement is not general: the error changes from $D_B-D_A-\tau$ to $-\tau$, which is a gain only if $|\tau|<|D_B-D_A-\tau|$, and here $|\tau|$ is already half of $D_B-D_A$.

The core shifts are small here, and both are positive although the two strains have opposite signs. One strain per material does not show whether this reflects different linear coefficients or nonlinear terms, and the smallness should not be carried over to other strains or to real crystals. The separations respond far more strongly: $S_A$ falls by 0.02688 Ha and $S_B$ rises by 0.02160 Ha. The valence shifts are $D_{v,A}=-0.02668$ and $D_{v,B}=0.02194$ Ha, and Eq.~\eqref{eq:actual} gives
\begin{equation}
0.04071+0.02194+0.02668+0.00007=0.08940\ {\rm Ha}.
\end{equation}
Since $\tau$ was obtained as the remainder, this sum is an identity once Eq.~\eqref{eq:kraut} holds in all four junctions; it displays the bookkeeping and is not a further test. In this model strain more than doubles the offset, almost entirely through the core-to-valence separations. Using unstrained separations for the strained junction would give 0.04092 instead of 0.08940 Ha, an error of about 1.3 eV. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Well depths A, B: 4.40, 4.20 Ha
Rest periods A, B: 4.00, 4.40 bohr
Common period: 4.20 bohr; atoms per layer: 11
Area per atom: 20.0 bohr^2; ion width: 0.60 bohr
Strain of A, B at common period: 5.00, -4.55 percent
Bulk A rest, separation S: 2.19373 Ha
Bulk A rest, band gap: 0.72105 Ha
Bulk A strained, separation S: 2.16685 Ha
Bulk A strained, band gap: 0.77079 Ha
Bulk B rest, separation S: 2.09352 Ha
Bulk B rest, band gap: 0.76073 Ha
Bulk B strained, separation S: 2.11512 Ha
Bulk B strained, band gap: 0.72020 Ha
Difference of separate bulk valence tops, common period: 0.11044 Ha
A|B common period, core difference: 0.14113 Ha
A|B common period, valence offset by Kraut: 0.08940 Ha
A|B common period, valence offset direct: 0.08940 Ha
A|B rest periods, core difference: 0.14092 Ha
A|B rest periods, valence offset by Kraut: 0.04071 Ha
A|B rest periods, valence offset direct: 0.04071 Ha
A rest|A strained, core difference: 0.00020 Ha
A rest|A strained, valence offset by Kraut: -0.02668 Ha
A rest|A strained, valence offset direct: -0.02668 Ha
B rest|B strained, core difference: 0.00034 Ha
B rest|B strained, valence offset by Kraut: 0.02194 Ha
B rest|B strained, valence offset direct: 0.02194 Ha
A|B common period, offset by mean potential: 0.08940 Ha
A|B common period, highest occupied minus band edge: -0.00423 Ha
Largest Kraut-direct difference, four junctions: 5.8e-10 Ha
Natural offset, no core correction: 0.04092 Ha
Core correction D_B - D_A: 0.00014 Ha
Natural offset, core corrected: 0.04078 Ha
Natural offset, direct unstrained junction: 0.04071 Ha
Transitivity defect tau: -6.94e-05 Ha
Actual strained offset (Kraut): 2.43260 eV
Natural offset, no core correction: 1.11351 eV
Natural offset, core corrected: 1.10963 eV
Natural offset, direct: 1.10774 eV
Six-band model a_v, b, Delta: 0.050, -0.060, 0.012 Ha
compressive: exx -0.020, ezz 0.018, q 0.00228 Ha
compressive: heavy 0.00518, light 0.00159, top 0.00518 Ha
tensile: exx 0.020, ezz -0.018, q -0.00228 Ha
tensile: heavy 0.00282, light 0.00807, top 0.00807 Ha
\end{verbatim}
